# When Vacancy Escape Freezes in a Cooling Film: a numerical check

```python
"""Freezing of vacancy escape from a cooling film.
Result under test: L^2/D = k T^2/(E q) gives T* = E/(k x),
x = 2 W(sqrt(A)/2), A = D0 E/(k q L^2), near 1380 K.
D = D0 exp(-E/kT): diffusivity; E: migration energy; q: cooling rate;
L: film thickness; W: Lambert function; theta: integral of D dt / L^2.
T* is a scale estimate; the surviving fraction is computed separately.
Lengths are in cm unless a name says otherwise; energies are in eV.
Material inputs are rough values in the regime of gallium nitride.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import lambertw, exp1, j0, j1, y0, y1

k_B = const.k / const.e
D0, E_mig, cool, L = 1e-3, 1.9, 1.0, 1e-4
T_growth, hold_time = 1300.0, 600.0


def diffusivity(T):
    return D0 * np.exp(-E_mig / (k_B * T))


def freeze_temperature(pref=D0, energy=E_mig, rate=cool, thick=L):
    A = pref * energy / (k_B * rate * thick**2)
    x = 2 * lambertw(np.sqrt(A) / 2).real
    return energy / (k_B * x)


def theta(T):
    x = E_mig / (k_B * T)
    return D0 * E_mig / (k_B * cool * L**2) * (np.exp(-x) / x - exp1(x))


odd = 2 * np.arange(500) + 1


def survival(th):
    return np.sum(8 / (np.pi * odd)**2 * np.exp(-(odd * np.pi / 2)**2 * th))


# Freezing condition from a numerical logarithmic derivative
def clock_mismatch(T):
    dt = 0.01
    slope = np.log(diffusivity(T + cool * dt) / diffusivity(T - cool * dt))
    cooling_time = 2 * dt / slope
    return np.log(L**2 / diffusivity(T) / cooling_time)


T_star = freeze_temperature()
x_star = E_mig / (k_B * T_star)
T_numeric = brentq(clock_mismatch, 900, 2000)
assert abs(T_star - T_numeric) < 0.01
assert abs(T_star - 1380) < 5
step = 1e-3
slope_numeric = (freeze_temperature(rate=cool * np.exp(step))
                 - freeze_temperature(rate=cool * np.exp(-step))) / (2 * step)
slope_formula = T_star / (x_star + 2)
assert abs(slope_numeric / slope_formula - 1) < 1e-4

# Remaining diffusion integral, including a finite final temperature
for T in (1100.0, 1300.0, T_star):
    direct = quad(diffusivity, 300, T, epsabs=0, epsrel=1e-10,
                  limit=200)[0] / (cool * L**2)
    assert abs(direct / theta(T) - 1) < 1e-6
T_reach = brentq(lambda T: theta(T) - 1, 1000, 2000)
T_half = brentq(lambda T: survival(theta(T)) - 0.5, 900, 1600)


# Direct diffusion calculation with temperature changing in time
def simulated_survival(T_start, cells=200):
    def rhs(t, c):
        rate = diffusivity(T_start - cool * t) / L**2 * cells**2
        extended = np.concatenate(([-c[0]], c, [c[-1]]))
        return rate * np.diff(extended, n=2)
    run = solve_ivp(rhs, (0, (T_start - 600) / cool), np.ones(cells),
                    method="LSODA", lband=1, uband=1, rtol=1e-7, atol=1e-9)
    assert run.success
    return run.y[:, -1].mean()


sim_half = simulated_survival(T_half)
sim_growth = simulated_survival(T_growth)
sim_star = simulated_survival(T_star)
# Tolerance covers the finite cell size near the initially sharp surface step
assert abs(sim_half - 0.5) < 1e-3
assert abs(sim_growth - survival(theta(T_growth))) < 1e-3
assert abs(sim_star - survival(theta(T_star))) < 1e-3

# Donor traps: fast local exchange between free and bound vacancies
N_donor, N_site, capture_radius = 1e17, 4.4e22, 5e-8


def trap_ratio(T, binding):
    return 4 * N_donor / N_site * np.exp(binding / (k_B * T))


def trapped_reach_temperature(binding):
    def mismatch(T):
        total = quad(lambda s: diffusivity(s) / (1 + trap_ratio(s, binding)),
                     300, T, epsabs=0, epsrel=1e-8, limit=200)[0]
        return np.log(total / (cool * L**2))
    return brentq(mismatch, 1100, 2800)


bindings = (1.0, 1.5, 2.0)
T_trapped = [trapped_reach_temperature(b) for b in bindings]
capture = 4 * np.pi * capture_radius * diffusivity(T_growth) * N_donor
surface_rate = diffusivity(T_growth) * (np.pi / (2 * L))**2
for b in bindings:
    K = trap_ratio(T_growth, b)
    release = capture / K
    matrix = np.array([[-surface_rate - capture, release],
                       [capture, -release]])
    slow = -np.max(np.linalg.eigvals(matrix).real)
    assert abs(slow / (surface_rate / (1 + K)) - 1) < 0.02

# Threading dislocations as cylindrical sinks
density, core = 5e8, 5e-8
outer = 1 / np.sqrt(np.pi * density)
sink = 2 * np.pi * density / (np.log(outer / core) - 0.75)


def radial_condition(z):
    inner = z * core / outer
    return j0(inner) * y1(z) - y0(inner) * j1(z)


sink_exact = (brentq(radial_condition, 0.3, 1.5) / outer)**2
assert abs(sink / sink_exact - 1) < 0.03
sink_ratio = sink / (np.pi / (2 * L))**2
T_half_disl = brentq(lambda T: survival(theta(T))
                     * np.exp(-sink * L**2 * theta(T)) - 0.5, 900, 1600)

# Surface barrier for charge -3 in the depletion approximation
eps_r, charge_number = 9.0, 3
L_nm = L * 1e7


def depletion_nm(bend):
    return 1e9 * np.sqrt(2 * eps_r * const.epsilon_0 * bend
                         / (const.e * N_donor * 1e6))


def barrier(x_nm, bend):
    inside = np.maximum(1 - x_nm / depletion_nm(bend), 0)
    return charge_number * bend / (k_B * T_growth) * inside**2


def extra_length(bend):
    return quad(lambda x: np.expm1(barrier(x, bend)),
                0, depletion_nm(bend))[0]


bend_equal = brentq(lambda b: extra_length(b) - L_nm, 0.02, 0.8)
cells = 5000
h = L_nm / cells
weight = np.exp(-barrier((np.arange(cells) + 0.5) * h, bend_equal))
link = np.sqrt(weight[:-1] * weight[1:]) / h**2
surface_link = 2 * np.exp(-barrier(0.0, bend_equal)) / h**2
band = np.zeros((3, cells))
band[0, 1:] = -link
band[2, :-1] = -link
band[1, :-1] += link
band[1, 1:] += link
band[1, 0] += surface_link
exit_time = solve_banded((1, 1), band, weight)[-1]
exit_estimate = L_nm**2 / 2 + L_nm * extra_length(bend_equal)
# The estimate neglects the depleted width compared with the film thickness
assert abs(exit_time / exit_estimate - 1) < 0.08

# Qualitative conclusions used for the example
assert survival(theta(T_star)) < 0.15
assert T_star - T_half > 100
assert T_star > T_growth
hold_theta = diffusivity(T_growth) * hold_time / L**2
assert survival(hold_theta) < 0.01 < survival(theta(T_growth))

print(f"Diffusivity prefactor: {D0:.1e} cm2/s")
print(f"Migration energy: {E_mig:.2f} eV")
print(f"Cooling rate: {cool:.1f} K/s")
print(f"Film thickness: {L_nm:.0f} nm")
print(f"Boltzmann constant: {k_B:.6e} eV/K")
print(f"A = D0 E/(k q L^2): {D0*E_mig/(k_B*cool*L**2):.4e} (no unit)")
print(f"x = E/(k T*): {x_star:.3f} (no unit)")
print(f"Freezing scale T*: {T_star:.1f} K")
print(f"T* from numerical derivative: {T_numeric:.1f} K")
print(f"D at T*: {diffusivity(T_star):.3e} cm2/s")
print(f"Diffusion time L^2/D at T*: {L**2/diffusivity(T_star):.1f} s")
print(f"Cooling time at T*: {k_B*T_star**2/(E_mig*cool):.1f} s")
print(f"dT*/d ln q: {slope_formula:.1f} K")
for q_value in (0.1, 10.0):
    print(f"T* at {q_value:.1f} K/s: {freeze_temperature(rate=q_value):.0f} K")
for e_value in (1.8, 2.0):
    print(f"T* at E={e_value:.1f} eV: "
          f"{freeze_temperature(energy=e_value):.0f} K")
for p_value in (1e-4, 1e-2):
    print(f"T* at D0={p_value:.0e} cm2/s: "
          f"{freeze_temperature(pref=p_value):.0f} K")
for l_value in (0.5e-4, 2e-4):
    print(f"T* at L={l_value*1e7:.0f} nm: "
          f"{freeze_temperature(thick=l_value):.0f} K")
print(f"Remaining reach equals L at: {T_reach:.1f} K")
print(f"theta at T*: {theta(T_star):.4f} (no unit)")
print(f"Fraction surviving from T*: {survival(theta(T_star)):.4f}")
print(f"Same fraction, direct simulation: {sim_star:.4f}")
print(f"Half-retention temperature: {T_half:.1f} K")
print(f"Fraction simulated from that temperature: {sim_half:.4f}")
for T in (1400, 1300, 1200, 1100, 1000):
    print(f"From {T} K: reach {L_nm*np.sqrt(theta(T)):.0f} nm, "
          f"surviving fraction {survival(theta(T)):.3f}")
print(f"Rough growth temperature: {T_growth:.0f} K")
print(f"L^2/D at growth temperature: {L**2/diffusivity(T_growth):.0f} s")
print(f"Fraction left after {hold_time:.0f} s hold: "
      f"{survival(hold_theta):.2e}")
print(f"Donor density: {N_donor:.1e} cm-3; "
      f"site density: {N_site:.1e} cm-3")
print(f"Trap capture radius: {capture_radius*1e7:.1f} nm")
print(f"Trap capture rate at growth T: {capture:.2f} s-1")
print(f"Surface escape rate at growth T: {surface_rate:.4f} s-1")
for b, T in zip(bindings, T_trapped):
    print(f"Trap binding {b:.1f} eV: K at growth T "
          f"{trap_ratio(T_growth,b):.3g}, reach=L at {T:.0f} K")
print(f"Dislocation density: {density:.1e} cm-2; "
      f"core radius: {core*1e7:.1f} nm")
print(f"Dislocation/surface loss rate: {sink_ratio:.2f} (no unit)")
print(f"Half retention with dislocations: {T_half_disl:.0f} K")
print(f"Relative permittivity: {eps_r:.1f}; vacancy charge: "
      f"-{charge_number} e")
print(f"Bending for barrier length = L: {bend_equal:.3f} V")
print(f"Depletion width at that bending: {depletion_nm(bend_equal):.1f} nm")
print(f"Exit time, direct/estimate: {exit_time/exit_estimate:.3f} (no unit)")
print("OK")
```

Running it gives:

```
Diffusivity prefactor: 1.0e-03 cm2/s
Migration energy: 1.90 eV
Cooling rate: 1.0 K/s
Film thickness: 1000 nm
Boltzmann constant: 8.617333e-05 eV/K
A = D0 E/(k q L^2): 2.2049e+09 (no unit)
x = E/(k T*): 15.972 (no unit)
Freezing scale T*: 1380.4 K
T* from numerical derivative: 1380.4 K
D at T*: 1.157e-10 cm2/s
Diffusion time L^2/D at T*: 86.4 s
Cooling time at T*: 86.4 s
dT*/d ln q: 76.8 K
T* at 0.1 K/s: 1223 K
T* at 10.0 K/s: 1581 K
T* at E=1.8 eV: 1312 K
T* at E=2.0 eV: 1449 K
T* at D0=1e-04 cm2/s: 1581 K
T* at D0=1e-02 cm2/s: 1223 K
T* at L=500 nm: 1281 K
T* at L=2000 nm: 1495 K
Remaining reach equals L at: 1389.2 K
theta at T*: 0.8938 (no unit)
Fraction surviving from T*: 0.0893
Same fraction, direct simulation: 0.0893
Half-retention temperature: 1272.2 K
Fraction simulated from that temperature: 0.5000
From 1400 K: reach 1071 nm, surviving fraction 0.048
From 1300 K: reach 545 nm, surviving fraction 0.390
From 1200 K: reach 249 nm, surviving fraction 0.719
From 1100 K: reach 99 nm, surviving fraction 0.888
From 1000 K: reach 33 nm, surviving fraction 0.962
Rough growth temperature: 1300 K
L^2/D at growth temperature: 232 s
Fraction left after 600 s hold: 1.38e-03
Donor density: 1.0e+17 cm-3; site density: 4.4e+22 cm-3
Trap capture radius: 0.5 nm
Trap capture rate at growth T: 2.71 s-1
Surface escape rate at growth T: 0.0106 s-1
Trap binding 1.0 eV: K at growth T 0.0684, reach=L at 1394 K
Trap binding 1.5 eV: K at growth T 5.94, reach=L at 1483 K
Trap binding 2.0 eV: K at growth T 515, reach=L at 1670 K
Dislocation density: 5.0e+08 cm-2; core radius: 0.5 nm
Dislocation/surface loss rate: 2.33 (no unit)
Half retention with dislocations: 1201 K
Relative permittivity: 9.0; vacancy charge: -3 e
Bending for barrier length = L: 0.202 V
Depletion width at that bending: 44.8 nm
Exit time, direct/estimate: 0.981 (no unit)
OK
```
